# Asymmetry Parameter from Spin-5/2 Zero-Field Quadrupole Lines

## Problem

A nucleus of spin $I=5/2$ sits in a static electric field gradient, with no applied magnetic field. Let $V_{xx},V_{yy},V_{zz}$ be the principal values of the gradient, with zero sum and labelled so that $|V_{zz}|\ge|V_{yy}|\ge|V_{xx}|$. The asymmetry parameter is $\eta=(V_{xx}-V_{yy})/V_{zz}$. The Hamiltonian, as a frequency, is

$$\frac{H}{h}=\frac{C}{40}\left[3I_z^2-\mathbf I^2+\frac{\eta}{2}\left(I_+^2+I_-^2\right)\right],\qquad C=\frac{e^2qQ}{h},$$

where the spin operators are dimensionless and $40=4I(2I-1)$.

(a) Derive the secular equation for the energy levels and solve it.

(b) Find the frequencies $\nu_H\ge\nu_L$ of the two lines that join neighbouring levels. Determine how $r=\nu_H/\nu_L$ depends on $\eta$, including its values at both ends of the range.

(c) Invert the relation in closed form, to obtain $\eta$ and $|C|$ from the two frequencies.

(d) Find the behaviour of $r$ near each end of the range, and say what it means for the accuracy of $\eta$.

(e) There is a third line, between the outermost levels. How strong is it, and can it be confused with the others?

(f) Two strong lines lie at 20 MHz and 30 MHz (round model values). Find $\eta$, $|C|$ and the levels, and predict the third line.

## Solution

### The range of the asymmetry parameter

Because the principal values sum to zero, $V_{yy}=-V_{zz}-V_{xx}$, and therefore

$$\eta=1+\frac{2V_{xx}}{V_{zz}}.$$

The ratio $V_{xx}/V_{zz}$ cannot be positive, since $|V_{yy}|$ would then exceed $|V_{zz}|$. It cannot be below $-1/2$, since $|V_{xx}|$ would then exceed $|V_{yy}|$. Hence $0\le\eta\le1$. This range is what makes the inversion in part (c) unique.

### (a) The secular equation

Write $H/h=(C/20)M$, with

$$M=\frac12\left[3I_z^2-\mathbf I^2+\frac{\eta}{2}(I_+^2+I_-^2)\right],$$

and call the eigenvalues of $M$ $x$, so that $E/h=(C/20)x$.

The operators $I_\pm^2$ change $m$ by two, so $M$ couples the states $m=5/2,\,1/2,\,-3/2$ among themselves and the states $m=-5/2,\,-1/2,\,3/2$ among themselves. Time reversal takes one set into the other and leaves $H$ unchanged. The two blocks thus have the same eigenvalues, and the six states form three Kramers doublets.

With $\mathbf I^2=35/4$, the diagonal elements of $M$ are $\frac12(3m^2-35/4)$:

- $m=5/2$: $\frac12(75/4-35/4)=5$;
- $m=1/2$: $\frac12(3/4-35/4)=-4$;
- $m=-3/2$: $\frac12(27/4-35/4)=-1$.

For the couplings we use $I_+|m\rangle=\sqrt{35/4-m(m+1)}\,|m+1\rangle$. The square roots for the steps starting from $m=-3/2,-1/2,1/2,3/2$ are $\sqrt8,\,3,\,\sqrt8,\,\sqrt5$. Two successive steps give

$$\langle\tfrac52|I_+^2|\tfrac12\rangle=\sqrt8\sqrt5=2\sqrt{10},\qquad
\langle\tfrac12|I_+^2|-\tfrac32\rangle=3\sqrt8=6\sqrt2.$$

Multiplication by $\eta/4$ gives the elements of $M$. In the order $5/2,\,1/2,\,-3/2$,

$$M=\begin{pmatrix}5&\alpha&0\\ \alpha&-4&\beta\\ 0&\beta&-1\end{pmatrix},\qquad \alpha=\frac{\sqrt{10}}2\eta,\quad \beta=\frac{3\sqrt2}2\eta.$$

Expanding $\det(x-M)$ along the first row, with $\alpha^2=\frac52\eta^2$ and $\beta^2=\frac92\eta^2$,

$$\begin{aligned}
\det(x-M)&=(x-5)\left[(x+4)(x+1)-\beta^2\right]-\alpha^2(x+1)\\
&=x^3-21x-20-\tfrac92\eta^2(x-5)-\tfrac52\eta^2(x+1)\\
&=x^3-21x-20-7\eta^2x+20\eta^2.
\end{aligned}$$

The secular equation is therefore

$$x^3-px-q=0,\qquad p=7(3+\eta^2),\quad q=20(1-\eta^2).$$

There is no $x^2$ term because $M$ has zero trace. To solve the cubic, set $x=2\sqrt{p/3}\,\cos\theta$. Then

$$x^3-px=2\left(\frac p3\right)^{3/2}\left(4\cos^3\theta-3\cos\theta\right)=2\left(\frac p3\right)^{3/2}\cos3\theta,$$

and the equation becomes

$$\cos3\theta=\frac{q/2}{(p/3)^{3/2}}.$$

For $0\le\eta\le1$ the right side is not negative. Its numerator is largest and its denominator smallest at $\eta=0$, where it equals $10/(7\sqrt7)<1$. We can therefore choose $0<3\theta\le\pi/2$. Shifting $\theta$ by $\pm2\pi/3$ leaves $\cos3\theta$ unchanged, so the three roots are

$$x_1=2\sqrt{\tfrac p3}\cos\theta,\quad x_2=2\sqrt{\tfrac p3}\cos\left(\theta-\tfrac{2\pi}3\right),\quad x_3=2\sqrt{\tfrac p3}\cos\left(\theta+\tfrac{2\pi}3\right).$$

### (b) The two lines and their ratio

Apply $\cos A-\cos B=-2\sin\frac{A+B}2\sin\frac{A-B}2$ to neighbouring roots. For the first pair the half-sum is $\theta-\pi/3$ and the half-difference is $\pi/3$. For the second pair they are $\theta$ and $-2\pi/3$. Both sines of the half-difference have magnitude $\sqrt3/2$, so

$$a\equiv x_1-x_2=2\sqrt p\,\sin\left(\tfrac\pi3-\theta\right),\qquad b\equiv x_2-x_3=2\sqrt p\,\sin\theta.$$

Both are positive for $0<\theta\le\pi/6$, which confirms the order $x_1>x_2>x_3$. In this range $\pi/3-\theta\ge\theta$, so $a\ge b$, and

$$\nu_H=\frac{|C|}{10}\sqrt p\,\sin\left(\tfrac\pi3-\theta\right),\qquad \nu_L=\frac{|C|}{10}\sqrt p\,\sin\theta.$$

The modulus appears because reversing the sign of $C$ turns the level scheme upside down without changing any spacing. The frequencies therefore cannot give the sign of $C$.

In the ratio, $C$ and $p$ cancel:

$$r=\frac{\frac{\sqrt3}2\cos\theta-\frac12\sin\theta}{\sin\theta}=\frac{\sqrt3}2\cot\theta-\frac12.$$

As $\eta$ increases, $q$ decreases and $p$ increases, so $\cos3\theta$ decreases strictly. Hence $\theta$ increases strictly, $\cot\theta$ decreases strictly, and so does $r$.

The end values follow from the cubic itself. At $\eta=0$ it is $x^3-21x-20=(x-5)(x+1)(x+4)$, with spacings 6 and 3, so $r=2$. At $\eta=1$ it is $x^3-28x=0$, with roots $0$ and $\pm\sqrt{28}$, so $r=1$. The ratio thus falls strictly from 2 to 1, and each value between corresponds to one $\eta$.

The equal spacing at $\eta=1$ has a symmetry behind it. Since $I_+^2+I_-^2=2(I_x^2-I_y^2)$, the bracket in $H$ becomes, at $\eta=1$,

$$3I_z^2-(I_x^2+I_y^2+I_z^2)+I_x^2-I_y^2=2(I_z^2-I_y^2).$$

A rotation by $90^\circ$ about $x$ exchanges $I_y^2$ and $I_z^2$ and reverses the sign of $H$. The spectrum must then be symmetric about zero, which puts the middle doublet at zero.

Diagonalizing the full six-state Hamiltonian gives:

| $\eta$ | $\nu_L/\lvert C\rvert$ | $\nu_H/\lvert C\rvert$ | $r$ |
|---|---|---|---|
| 0.0 | 0.1500 | 0.3000 | 2.000 |
| 0.2 | 0.1564 | 0.2976 | 1.903 |
| 0.4 | 0.1741 | 0.2913 | 1.673 |
| 0.6 | 0.2000 | 0.2827 | 1.414 |
| 0.8 | 0.2308 | 0.2734 | 1.184 |
| 1.0 | 0.2646 | 0.2646 | 1.000 |

Most of the change in $r$ comes from the lower line, which rises by about 76% over the range, while the upper line falls by about 12%.

### (c) Inversion

First express $p$ and $q$ through the spacings. From $x_1=x_2+a$, $x_3=x_2-b$ and $x_1+x_2+x_3=0$,

$$x_1=\frac{2a+b}3,\qquad x_2=\frac{b-a}3,\qquad x_3=-\frac{a+2b}3.$$

Comparing $(x-x_1)(x-x_2)(x-x_3)$ with the cubic gives $q=x_1x_2x_3$ and $p=-(x_1x_2+x_2x_3+x_3x_1)$. Because the roots sum to zero, the latter is half the sum of their squares:

$$p=\frac{(2a+b)^2+(b-a)^2+(a+2b)^2}{18}=\frac{a^2+ab+b^2}3,$$

$$q=\frac{(2a+b)(a-b)(a+2b)}{27}.$$

Insert these in $\cos3\theta=(q/2)/(p/3)^{3/2}$. The factor $(p/3)^{3/2}$ is $(a^2+ab+b^2)^{3/2}/27$, so the factors 27 cancel. With $a=rb$, the powers of $b$ cancel as well:

$$\cos3\theta=\frac{(2r+1)(r-1)(r+2)}{2(r^2+r+1)^{3/2}}.$$

The right side contains measured quantities alone. The left side depends on $\eta$ alone:

$$\cos3\theta=\frac{10(1-\eta^2)}{\left[7(3+\eta^2)/3\right]^{3/2}}=\frac{30\sqrt3}{7\sqrt7}\,\frac{1-\eta^2}{(3+\eta^2)^{3/2}}.$$

Squaring this would give a cubic in $\eta^2$. A substitution makes that unnecessary. Let $y=(3+\eta^2)^{-1/2}$, so that $1-\eta^2=4-1/y^2$. The last fraction is then $(4-1/y^2)y^3=4y^3-y$, and

$$4y^3-y=\frac{7\sqrt7}{30\sqrt3}\cos3\theta.$$

Now put $y=\cos\psi/\sqrt3$. The left side becomes

$$\frac{4\cos^3\psi}{3\sqrt3}-\frac{\cos\psi}{\sqrt3}=\frac{\cos3\psi}{3\sqrt3},$$

and multiplication by $3\sqrt3$ leaves $\cos3\psi=\frac{7\sqrt7}{10}\cos3\theta$. The definition of $y$ also gives $3+\eta^2=3/\cos^2\psi$, that is, $\eta^2=3\tan^2\psi$. The result is

$$\boxed{\;\eta=\sqrt3\tan\psi,\qquad \cos3\psi=\frac{7\sqrt7\,(2r+1)(r-1)(r+2)}{20\,(r^2+r+1)^{3/2}}\;}$$

The branch is fixed by the range of $\eta$: $0\le\eta\le1$ means $0\le\psi\le\pi/6$, so $3\psi$ lies between 0 and $\pi/2$ and is the principal value of the arccosine. At $r=2$ the right side is $7\sqrt7\cdot20/(20\cdot7\sqrt7)=1$, hence $\eta=0$. At $r=1$ it vanishes, hence $\psi=\pi/6$ and $\eta=1$.

For the coupling constant, use $a=20\nu_H/|C|$ and $b=20\nu_L/|C|$ in the expression for $p$, together with $p=7(3+\eta^2)=21/\cos^2\psi$:

$$\frac{21}{\cos^2\psi}=\frac{400}{3C^2}\left(\nu_H^2+\nu_H\nu_L+\nu_L^2\right).$$

Solving for $|C|$ and using $\sqrt{63}=3\sqrt7$,

$$\boxed{\;|C|=\frac{20}{3\sqrt7}\cos\psi\,\sqrt{\nu_H^2+\nu_H\nu_L+\nu_L^2}\;}$$

If the measured ratio exceeds 2, the formula for $r$ in terms of $\theta$ gives a smaller $\theta$ than at $\eta=0$. Then $\cos3\theta$ exceeds $10/(7\sqrt7)$, $\cos3\psi$ exceeds 1, and no real $\eta$ exists. Either errors in the two readings have raised the ratio by at least its excess over 2, or the lines are wrongly assigned, or the Hamiltonian lacks an interaction that matters.

### (d) The two ends of the range

**Near $\eta=0$.** The coefficients change by $\delta p=7\eta^2$ and $\delta q=-20\eta^2$. To first order in these changes, $x^3-px-q=0$ requires $(3x^2-p)\,\delta x=x\,\delta p+\delta q$, so

$$\delta x=\frac{7x-20}{3x^2-21}\,\eta^2.$$

At $x=5,-1,-4$ this is $\frac5{18}\eta^2$, $\frac32\eta^2$ and $-\frac{16}9\eta^2$, with zero sum as required. The spacings become

$$a=6-\tfrac{11}9\eta^2,\qquad b=3+\tfrac{59}{18}\eta^2,$$

and their ratio is, to order $\eta^2$,

$$r\simeq2\left(1-\tfrac{11}{54}\eta^2-\tfrac{59}{54}\eta^2\right)=2-\tfrac{70}{27}\eta^2.$$

Diagonalization at $\eta=0.01$ gives $(2-r)/\eta^2=2.5922$, against $70/27=2.5926$.

Since $r$ starts quadratically, an error $\delta r$ produces $|\delta\eta|\simeq27|\delta r|/(140\,\eta)$, which grows as $\eta$ becomes small. A ratio of 1.999, only 0.001 from the axial value, already corresponds to $\eta=0.0196$. A nearly axial gradient is therefore hard to distinguish from an axial one.

**Near $\eta=1$.** Let $\delta=1-\eta$. To first order $q=20(1-\eta)(1+\eta)\simeq40\delta$, while $p\simeq28$. The middle root is small, so its cube can be dropped, and $x_2\simeq-q/p=-\frac{10}7\delta$. From part (c), $a-b=-3x_2=\frac{30}7\delta$. Dividing by $b\simeq\sqrt{28}=2\sqrt7$,

$$r\simeq1+\frac{15}{7\sqrt7}(1-\eta).$$

The slope is finite, 0.81, so errors in $r$ pass to $\eta$ without strong magnification: a ratio of 1.001 gives $\eta=0.9988$. The limitation here is resolution. The separation of the lines is $\nu_H-\nu_L=(|C|/20)(a-b)\simeq\frac3{14}|C|(1-\eta)$, and when this is much smaller than the linewidth the two lines merge into a single peak, from which the ratio cannot be read directly.

In the numerical output, with steps of 0.1 in $\eta$, the largest drop of $r$ is 0.131, between $\eta=0.4$ and 0.5. For a given error in $r$, the asymmetry is best determined around there. What is measured, however, is the pair of frequencies. Equal independent errors $\delta\nu$ in the two lines give $\delta r=r\,\delta\nu\,(\nu_L^{-2}+\nu_H^{-2})^{1/2}$, which shrinks as $\eta$ grows. For a given $\delta\nu/|C|$ the best region is then a broad one near $\eta=0.85$, provided the two lines are resolved.

### (e) The third line

The outermost levels are separated by $\nu_H+\nu_L$. To compare strengths, sum $|\langle i|I_k|j\rangle|^2$ over the states of both doublets and over $k=x,y,z$. One third of this sum is the average over orientations of a linearly polarized radio-frequency field, and hence over the crystallites of a powder. This is a squared matrix element only. The thermal population difference and the energy of the quantum, each proportional to the line frequency, are not included, nor are detector response and linewidth.

At $\eta=0$ the states have definite $m$, and a magnetic dipole transition needs $|\Delta m|=1$ between different levels. For one pair $m\to m+1$, the $x$ and $y$ terms each contribute a quarter of the squared element of $I_+$. The pair with opposite signs of $m$ doubles the result, and so does the sum over $x$ and $y$. The strength therefore equals that squared element: 8 for the lower line ($1/2\leftrightarrow3/2$) and 5 for the upper line ($3/2\leftrightarrow5/2$). The third line would need $|\Delta m|=2$ or 3, and is forbidden.

For $\eta>0$ the states within each block mix and the third line becomes allowed. At $\eta=1$ the computed strengths are 5.31 for each of the neighbouring lines and 0.35 for the third. On a grid of step 0.01 in $\eta$, the third line reaches at most 6.6% of the weaker of the other two, near $\eta=0.92$. This justifies calling the other two the strong lines, in the sense of powder-averaged dipole strength. It need not hold for a single crystal. With the field along $z$, $I_z$ acts within one block and, at small $\eta$, connects the outermost levels at order $\eta$ but the upper pair only at order $\eta^2$. At $\eta=0.53$ the $z$ term is 0.049 for the third line and 0.031 for the upper one.

A wrong assignment is still possible, and the ratio need not reveal it. If the third line and the upper strong line are taken for the pair, their ratio is $(\nu_H+\nu_L)/\nu_H=1+1/r$, which lies between 1.5 and 2, inside the allowed range. The safeguard is to find all three lines: the weak one must lie at the sum of the two strong ones.

### (f) Lines at 20 MHz and 30 MHz

The ratio is $r=30/20=1.5$. The factors in the numerator are $2r+1=4$, $r-1=0.5$ and $r+2=3.5$, with product 7, and $r^2+r+1=4.75$. Hence

$$\cos3\psi=\frac{7\sqrt7\times7}{20\times4.75^{3/2}}=0.6261,\qquad 3\psi=51.23^\circ,\qquad\psi=17.08^\circ.$$

With $\tan\psi=0.3072$,

$$\eta=\sqrt3\times0.3072=0.532.$$

For the coupling constant, $\sqrt{900+600+400}=43.589$ in MHz, and $\cos\psi=0.9559$, so

$$|C|=\frac{20}{3\sqrt7}\times0.9559\times43.589\ \text{MHz}=105.0\ \text{MHz}.$$

The levels follow from the spacings alone, by the formulas for $x_1,x_2,x_3$ in part (c). For $C>0$, in MHz,

$$\frac{E_1}h=\frac{2\cdot30+20}3=26.67,\quad \frac{E_2}h=\frac{20-30}3=-3.33,\quad \frac{E_3}h=-\frac{30+2\cdot20}3=-23.33.$$

For $C<0$ all three signs are reversed. The weak line is predicted at $26.67+23.33=50.00$ MHz, with a dipole strength of $0.232/4.947$, or about 5%, of that of the 30 MHz line. The observed ratio is larger. Absorbed power at a fixed weak field carries a further factor $\nu^2$, which raises it to $0.047\times(50/30)^2\approx13\%$. In a pulsed experiment with the pulse length optimized for each line, the amplitude follows the matrix element rather than its square, and the third line can be comparable with the other two. The sum relation, not the apparent weakness, identifies it.

These levels would follow from any two spacings, so they do not check $\eta$. A real check is to put $\eta$ and $|C|$ back into the six-state Hamiltonian. Its diagonalization returns lines at 20.0000, 30.0000 and 50.0000 MHz.

The small-$\eta$ formula would have given $\eta=\sqrt{27(2-1.5)/70}=0.439$, which is about 17% below the full result. At this asymmetry the quadratic law is no longer adequate.

If the lower line were read 10 kHz too high, at 20.010 MHz, the inferred $\eta$ would rise by 0.0006 and $|C|$ by about 9 kHz. A wrong assignment does far more harm: taking the 30 and 50 MHz lines for the strong pair gives a ratio of 1.667, which by the table means $\eta$ close to 0.40 instead of 0.53.

## Computed results

```
Table: eta, nu_low/C, nu_high/C, ratio r (all dimensionless)
  0.0  0.15000  0.30000  2.00000
  0.1  0.15163  0.29939  1.97451
  0.2  0.15641  0.29763  1.90289
  0.3  0.16405  0.29486  1.79741
  0.4  0.17414  0.29129  1.67277
  0.5  0.18624  0.28715  1.54181
  0.6  0.19996  0.28266  1.41359
  0.7  0.21492  0.27800  1.29353
  0.8  0.23083  0.27335  1.18421
  0.9  0.24745  0.26884  1.08644
  1.0  0.26458  0.26458  1.00000
(2-r)/eta^2 at eta=0.01: 2.5922; 70/27 = 2.5926
(r-1)/(1-eta) at eta=0.9999: 0.8100; 15/(7 sqrt 7) = 0.8099
eta from r = 1.999: 0.01965
eta from r = 1.001: 0.99877
Dipole strengths at eta=0 (low, high, sum line): 8.0000, 5.0000, 0.0000
Dipole strengths at eta=1 (low, high, sum line): 5.3061, 5.3061, 0.3469
Largest sum-line/weaker-strong-line strength: 0.0661 at eta = 0.92
Worked example
Input lines: 20.000 MHz and 30.000 MHz
Ratio r = 1.5000
cos(3 psi) = 0.62614
3 psi = 51.234 deg, psi = 17.078 deg
tan(psi) = 0.30722, cos(psi) = 0.95591
eta = 0.53212
sqrt(sum of squares and product) = 43.5890 MHz
|C| = 104.9909 MHz
Cubic coefficients: p = 22.98204, q = 14.33702
Roots x: -4.44483, -0.63498, 5.07980
Levels E/h for C>0: -23.3333, -3.3333, 26.6667 MHz
Lines from 6x6 diagonalization: 20.0000, 30.0000, 50.0000 MHz
Dipole strengths (low, high, sum line): 6.4204, 4.9469, 0.2318
eta from small-eta law: 0.43916
Lower line read as 20.010 MHz: eta = 0.53270, |C| = 105.0004 MHz
Shifts: eta +0.00058, |C| +9.48 kHz
```
